# The mean electrostatic potential of a solid of superposed atoms, part 2

To compare the band edges of two solids, one needs the mean electrostatic potential of each on a common scale. A bulk calculation leaves this mean open. Here the solid is a finite body of whole, neutral, spherical atoms, superposed without change, and the potential is zero in the vacuum far away.

The equations are in SI form, with lengths in nm, potentials in V, $e>0$ and $e/\varepsilon_0=18.095$ V nm. An electron in the potential $\Phi$ has the potential energy $-e\Phi$. One atom has the signed charge density $\rho$, the electron number density $n(r)$ at distance $r$ from the nucleus, and the potential $v(r)$, which is zero at infinity. The volume per atom is $\Omega$, and $\bar V$ is the mean of $\Phi$ in the interior.

For a unit cell of volume $\Omega_c$ with $m$ atoms, the shifted copies of the cell fill space once, so the integrals over them join into one over all space:

$$\bar V=\frac{m}{\Omega_c}\int v\,d^3r=\frac1\Omega\int v\,d^3r. \tag{1}$$

The atomic positions have dropped out. For spherical atoms it follows that

$$\boxed{\;\bar V=-\frac{1}{6\varepsilon_0\Omega}\int r^2\rho(\mathbf r)\,d^3r\;}$$

and, for a point nucleus,

$$\bar V=\frac{e\langle r^2\rangle}{6\varepsilon_0\Omega}, \tag{3}$$

where $\langle r^2\rangle=\int r^2n\,d^3r$ is summed over all electrons of the atom. The volume integral of $v$ is then $e\langle r^2\rangle/(6\varepsilon_0)$.

The numerical example is a model atom with a Gaussian core of charge $4e$ and width $a=0.03$ nm, and a Gaussian cloud of charge $-4e$ and width $b=0.07$ nm. A normalised Gaussian of width $\sigma$ has second moment $3\sigma^2$. The extended core enters the moment, and for a diamond lattice with $\Omega=0.022665$ nm³

$$\bar V=\frac{4e\,(3b^2-3a^2)}{6\varepsilon_0\Omega}=6.387\ {\rm V}.$$

A direct average over the cell gives the same value, also when each coordinate of the eight atoms in the cubic cell is shifted at random by up to 0.02 nm.

## Entering the solid through a surface

The mean can also be reached by walking in from the vacuum. This road doesn't assume spherical atoms at the start, and so it shows where that assumption enters.

Let the solid be a wide slab with its normal along $z$. Average all quantities over planes parallel to the surface. One atom, centred at $z=0$, has the charge per unit length

$$\lambda(z)=\iint\rho\,dx\,dy .$$

Let $A$ be the area of the surface cell. An atom repeated once in each surface cell contributes $w(z)/A$ to the plane-averaged potential, where Poisson's equation in one dimension requires

$$w''(z)=-\frac{\lambda(z)}{\varepsilon_0}.$$

On the left, in the vacuum, set $w=0$ and $w'=0$. Integrating once,

$$w'(z)=-\frac1{\varepsilon_0}\int_{-\infty}^z\lambda(s)\,ds .$$

Far to the right this is minus the total charge over $\varepsilon_0$, which is zero for a neutral atom. Integrating again over all $z$, by parts, gives the potential on the far side:

$$w(\infty)=\int_{-\infty}^{\infty}w'\,dz=\Big[z\,w'\Big]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}z\,w''\,dz=\frac1{\varepsilon_0}\int z\,\lambda\,dz .$$

This is the dipole moment of the atom along the normal, divided by $\varepsilon_0$. Assume that it is zero, as it is for any atom with inversion symmetry. Then $w$ vanishes on both sides, and its integral follows from two more integrations by parts:

$$\int w\,dz=\Big[z\,w\Big]-\int z\,w'\,dz=-\Big[\tfrac12z^2w'\Big]+\frac12\int z^2w''\,dz=-\frac1{2\varepsilon_0}\int z^2\lambda\,dz .$$

The brackets vanish because $w$ and $w'$ fall off exponentially on both sides.

Deep in the slab the structure repeats along $z$ with some period $L$, and there are $m$ atoms in the volume $AL=m\Omega$. By the argument used for the cell average, now in one dimension, the mean over a period is

$$\bar V_z=\frac{m}{AL}\int w\,dz=-\frac1{2\varepsilon_0\Omega}\int z^2\rho\,d^3r. \tag{4}$$

For a spherical atom the second moments along $x$, $y$ and $z$ are equal, so $\int z^2\rho\,d^3r=\frac13\int r^2\rho\,d^3r$. The factor $1/2$ becomes $1/6$, and the earlier result returns. It no longer depends on the direction of the normal.

The model atoms of the first half, with widths 0.03 and 0.07 nm, give 6.387 V inside a slab with (001) faces and 6.387 V inside one with (111) faces. Both values come from integrating Poisson's equation inwards from the vacuum, and both agree with the formula.

## What changes when the atoms aren't spherical

Equation (4) holds for neutral atoms without a dipole even when they have a quadrupole. The mean then depends on the surface through which one enters.

Keep the core of the model atom, but give the cloud a width of 0.08 nm along one axis and 0.06 nm along the other two. With all atoms turned the same way and the wide axis along the normal, (4) gives

$$\bar V_z=\frac{18.095\times4\times(0.0064-0.0009)}{2\times0.022665}\ {\rm V}=8.78\ {\rm V}.$$

With a narrow axis along the normal the bracket becomes $0.0036-0.0009$ and the result is 4.31 V. Integration of Poisson's equation for the two slabs confirms both numbers. The formula with $r^2$ would give 5.80 V, which is neither of them. It is the average of (4) over the three axes, $(8.78+2\times4.31)/3$ V.

The crystal inside is the same in both cases. What differs is the double layer that the outermost atoms form with the vacuum. The mean potential relative to vacuum is thus in general a property of the bulk together with its surface. For superposed spherical atoms the surface part is the same for every orientation, and this is what makes the model useful as a reference.

## The step at an interface

Now let solid A fill the left side and solid B the right, each built from its own frozen atoms. The total potential is again a sum over atoms. Deep in A the atoms of B are too far away to contribute, and deep in B the reverse holds. Each side therefore keeps the mean it would have alone, and

$$\bar V_A-\bar V_B=\frac e{6\varepsilon_0}\left(\frac{\langle r^2\rangle_A}{\Omega_A}-\frac{\langle r^2\rangle_B}{\Omega_B}\right). \tag{5}$$

The orientation of the interface and the distance between the last plane of A and the first plane of B don't enter. Widening the gap changes the potential within the gap but not the difference between the two interiors.

As a case, let A be the spherical model solid above, with mean 6.387 V. Let B have the same core, charge and in-plane lattice, a cloud width of 0.075 nm, and planes 3 % further apart. The cores are extended, so their moment must be subtracted from that of the clouds on each side, as in the first half: $\langle r^2\rangle$ in (5) is replaced by $4(3b^2-3a^2)$, with $b$ the cloud width and $a$ the core width. The formula then gives a step of $-0.938$ V. Integration of Poisson's equation across the interface gives $-0.938$ V, both without an added gap and with the gap widened by 0.1 nm.

## From the step to the band offset

Let $\Delta_A$ be the energy of the valence band edge of A measured from the mean electrostatic energy of an electron in A, as a bulk calculation gives it. On the common scale the edge lies at $E_A=\Delta_A-e\bar V_A$, and likewise for B. The valence band offset is

$$E_A-E_B=(\Delta_A-\Delta_B)-e(\bar V_A-\bar V_B)-e\,\delta .$$

The last term stands for what the superposition leaves out. When the atoms join, charge moves, both in the bonds of each solid and across the interface, and $\delta$ is the change this makes in the difference of the two mean potentials.

The step (5) is thus one of three terms, and by itself it is no band offset. The quantities $\Delta$ and $\bar V$ must also refer to the same mean potential. If the bulk calculation replaces the core electrons by a pseudopotential, its mean differs from that of the full atom, and the two must not be mixed.

## Germanium: the free atom and the solid

Germanium has the diamond structure with a lattice constant of roughly 0.566 nm. There are eight atoms in the cubic cell, so

$$\Omega=\frac{(0.566\ {\rm nm})^3}{8}=0.022665\ {\rm nm}^3 .$$

The free atom is computed in Kohn–Sham theory with the PBE functional, without relativity and without spin polarisation. The two 4p electrons are spread evenly over the three 4p orbitals, which makes the density spherical as the formula requires. The contributions to $\langle r^2\rangle$ are:

- 4p: 0.0564 nm², from two electrons
- 4s: 0.0300 nm², from two electrons
- 3d: 0.0193 nm², from ten electrons
- all deeper shells together: 0.0120 nm², from eighteen electrons

The sum is 0.11775 nm². The four outer electrons supply 73 % of it, though they are one eighth of all the electrons. The mean potential is

$$\bar V=\frac{18.095\ {\rm V\,nm}\times0.11775\ {\rm nm}^2}{6\times0.022665\ {\rm nm}^3}=15.67\ {\rm V},$$

or 0.576 hartree per elementary charge. The last digit of the moment and of the potential in volts isn't settled: a denser Gaussian basis for the atom lowers them by about 0.00003 nm² and 0.004 V. The mean electrostatic energy of an electron is $-15.67$ eV relative to the vacuum. This is an average over the whole cell, including the deep wells at the nuclei, and is neither a band edge nor an ionisation energy.

The step from the potential to the second moment can be tested on this atom. Computing its Coulomb potential point by point and integrating over all space gives 0.35513 V nm³. The value $e\langle r^2\rangle/(6\varepsilon_0)$ is the same to these digits, since both come from the same density. The number itself carries the basis error noted above: at convergence it is lower by about 0.0001 V nm³.

## Germanium against compressed germanium

A strained layer gives the simplest use of (5). Let one side be germanium as above and the other germanium with a volume smaller by 1 %, with the same frozen atoms. Then $\bar V$ scales as $1/\Omega$, and

$$\bar V_{\rm compressed}=\frac{15.67\ {\rm V}}{0.99}=15.83\ {\rm V}.$$

The potential is higher by 0.158 V on the compressed side, and the mean energy of an electron there is lower by 0.158 eV. A change of volume by 1 % thus shifts the reference by more than a tenth of a volt. The band edges also move relative to the mean under strain. That shift may cancel much of the change in the reference, so it must be added before anything is said about an offset or a device.

## How large the neglected effects are

The assumption that weighs most here is that the atoms stay frozen. Bonding rearranges the outer electrons, and these dominate $\langle r^2\rangle$. A sphere with the volume $\Omega$ has a radius $R=0.1756$ nm, and 0.80 electrons of the free atom lie outside it. For a crude scale, pull all of this density back onto the surface of the sphere. The mean changes by

$$-\frac{e}{6\varepsilon_0\Omega}\int_{r>R}(r^2-R^2)\,n\,d^3r=-2.6\ {\rm V},$$

which is 16 % of $\bar V$. This is neither a prediction nor a bound. It shows that a rearrangement of less than one electron per atom can move the mean by volts.

The choice of atomic configuration acts on the same electrons. Promotion from 4s²4p² to 4s¹4p³, which is closer to the usual picture of four equal bonds, raises the mean by 0.79 V. With the orbitals held fixed, the rise would follow from the moments above. One 4p electron has $0.0282$ nm² and one 4s electron $0.0150$ nm², and the difference of 0.0132 nm² corresponds to 1.76 V. The remaining $-0.97$ V comes from the change of the orbitals themselves when the atom is solved again.

Three other effects are smaller, each taken with the rest held fixed. Spin polarisation of the free atom, which the calculation leaves out, is larger than any of the three. With the two 4p spins parallel and the density kept spherical, the mean falls by about 0.3 V.

- LDA in place of PBE: $-0.14$ V
- scalar relativity: $-0.13$ V
- heating by 100 K, with a rough linear expansion of $6\times10^{-6}$ per K and frozen atoms: $-0.03$ V

At fixed volume, thermal motion of rigid atoms doesn't change the mean at all, since the positions dropped out of (1).

An interface adds a dipole layer of its own. Suppose that a net 0.01 electron per interface atom, counted after all other electrons have responded, crosses one plane spacing $d=0.1415$ nm of a (001) interface, where the area per atom is $(0.566\ {\rm nm})^2/2=0.160$ nm². Two opposite sheets of charge density $\sigma$ at a distance $d$ produce a step $\sigma d/\varepsilon_0$, so

$$\frac{18.095\times0.01\times0.1415}{0.160}\ {\rm V}=0.16\ {\rm V}.$$

The sign depends on the direction of the transfer. In size the step is comparable to that from the 1 % change of volume, though the closeness of the two numbers is an accident of the values chosen.

## Beside the real materials

The lattice constant used here is that of real germanium to the digits given. Electron holography, which measures the mean potential of a thin crystal against the vacuum, gives roughly 14 V for germanium. The model's 15.7 V is of the right size and somewhat high. The difference is within the crude bonding scale of 2.6 V and has its sign, but that alone doesn't prove bonding to be the cause. At the interface of silicon and its oxide, the valence band offset is roughly 4.5 eV, so errors of a volt in the reference would be serious. There the bonds between silicon and oxygen are also polar, and real interfaces contain strained bonds and defects. For such an interface the superposed atoms provide a well-defined starting point, but no more than that. The charge that moves when the bonds form must be calculated for the interface itself, and the estimate above suggests that even a net transfer of a hundredth of an electron per interface atom, counted after screening, can shift the alignment by more than a tenth of a volt. The values computed by the program are collected in the numerical output that follows.

## Numbers as computed

```
MODEL ATOMS (Gaussian core and cloud)
charge q = 4.0 e; core width 0.030 nm; cloud 0.070 nm
mean potential, formula: 6.38693 V
3D average, ideal diamond lattice: 6.38693 V
3D average, displaced atoms: 6.38693 V
(001) slab interior against vacuum: 6.38693 V
(111) slab interior against vacuum: 6.38694 V
quadrupolar cloud widths: 0.080 nm (one axis), 0.060 nm (two axes)
  slab, wide axis along normal: 8.7820 V
  slab, narrow axis along normal: 4.3112 V
  r^2 formula, not valid here: 5.8015 V
interface: solid B cloud 0.075 nm, plane spacing 0.14574 nm
  step A minus B, formula: -0.9379 V
  step, no added gap: -0.9379 V
  step, gap widened by 0.1 nm: -0.9379 V
GERMANIUM (PBE atom, nonrelativistic, spherical)
e/eps0 = 18.09513 V nm
lattice constant (rough): 0.566 nm
volume per atom: 0.022665 nm^3
  r^2 summed over 1s electrons: 0.000017 nm^2
  r^2 summed over 2s electrons: 0.000302 nm^2
  r^2 summed over 3s electrons: 0.002605 nm^2
  r^2 summed over 4s electrons: 0.030028 nm^2
  r^2 summed over 2p electrons: 0.000706 nm^2
  r^2 summed over 3p electrons: 0.008400 nm^2
  r^2 summed over 4p electrons: 0.056423 nm^2
  r^2 summed over 3d electrons: 0.019275 nm^2
r^2 summed over all electrons: 0.117754 nm^2
share of 4s and 4p: 73.4 %
integral of atomic potential, direct: 0.355129 V nm^3
integral of atomic potential, formula: 0.355129 V nm^3
mean potential of solid Ge: 15.668 V = 0.5758 hartree/e
mean electron potential energy: -15.668 eV
1 % smaller volume: potential 15.827 V, step +0.158 V
SIZE OF NEGLECTED EFFECTS (change of mean potential)
atomic sphere radius: 0.1756 nm
electrons outside the sphere: 0.797
bonding scale, outside density pulled to sphere: -2.55 V
configuration 4s1 4p3: +0.789 V
LDA instead of PBE: -0.143 V
scalar relativity (X2C): -0.129 V
heating by 100 K, rough expansion 6.0e-06 /K: -0.028 V
interface dipole, 0.01 electron per atom over 0.1415 nm: 0.160 V
```
